Linear Conductance of Stacked Nanosheets Fed Through a Resistive Source Column, part 2

A nanosheet transistor carries current through N identical sheets, numbered n = 1 to N from the top. At the source end they join a doped column with a metal contact on top, so current from lower sheets passes through more of the column. The problem is to find the conductance of the stack and the gain from adding sheets.

Each sheet branch, from column to drain, has resistance R. The column has resistance r between neighbouring sheets, and r_t connects the source terminal to the top sheet's node. The column has a single potential at each level, and the drain is ideal, with all sheets ending on one equipotential. For a small drain-source voltage V and total current I, G_N = I/V. Resistances are in Ω and conductances in mS.

The ladder constants θ and Z follow from

sinh(θ/2) = ½ √(r/R),   (7)

Z = √(rR + r²/4).   (13)

The penetration depth is 1/θ, counted in sheets. The voltage across sheet n, and so its current, is proportional to cosh[(N + ½ − n)θ]. The conductance and its limit for many sheets are

1/G_N = r_t − r/2 + Z coth(Nθ),   (12)

G_∞ = 1/(r_t − r/2 + Z).   (15)

For small Nθ, the weak-column formula is

1/G_N ≈ r_t + R/N + r(N − 1)(2N − 1)/(6N).   (14)

A fraction f of G_∞ is reached at the smallest whole number of sheets not below

N_f = ln[1 + 2f Z G_∞/(1 − f)]/(2θ).   (18)

If r = 0,

G_N = N/(R + N r_t).   (19)

If the drain also has a column fed from the top, (12) holds after the replacements

r → r_s + r_d, r_t → t_s + t_d,   (20)

with θ and Z recalculated. Here r_s and r_d are the source and drain segment resistances, and t_s and t_d connect the terminals to the top nodes.

Below, e is the elementary charge (in exponentials, the base of natural logarithms), h is Planck's constant, ħ = h/2π and k_B is Boltzmann's constant. The subscripts y and z refer to the directions across a sheet's width and thickness; m with a subscript is an effective mass. In the column estimate, ρ is resistivity, τ the scattering time and m the effective mass.

**(h) Evaluate the model for a silicon stack at 300 K.**

The parameters are rough typical values for an n-channel gate-all-around nanosheet transistor:

- Each sheet is 30 nm wide and 5 nm thick, under a 15 nm gate. The vertical pitch is 15 nm.
- The source column is 15 nm long in the direction of the sheets and 30 nm wide. Its resistivity is 0.5 mΩ cm.
- A spacer link of 5 nm with the same resistivity joins the channel to the column on one side and to the drain on the other.
- The contact resistivity is 2×10⁻⁹ Ω cm², over the top face of the column. The top sheet lies half a pitch below that face.
- Each sheet holds 1.2×10¹³ electrons per cm², both faces together, with a mobility of 150 cm²/Vs.

Solution. The column's cross-section is 15 nm × 30 nm = 4.5×10⁻¹⁶ m². One pitch of column has

r = (5×10⁻⁶ Ω m)(15×10⁻⁹ m)/(4.5×10⁻¹⁶ m²) = 167 Ω.

The contact adds (2×10⁻¹³ Ω m²)/(4.5×10⁻¹⁶ m²) = 444 Ω. With half a pitch of column,

r_t = 444 Ω + 83 Ω = 528 Ω,

where the last digit comes from unrounded values.

The sheet branch R has three parts. The two spacer links have cross-section 30 nm × 5 nm and together give 333 Ω. Scattering in the channel, of length L and width W, with mobility μ and sheet density n_e, gives

L/(μ e n_e W) = 1734 Ω.

The third part remains even without scattering, because a sheet of finite width has a finite number of transverse modes. A subband with largest transverse wave number k has kW/π forward modes, since k_y runs from −k to k and its values are spaced by 2π/W. Each mode contributes 2e²/h per valley. Thermal averaging gives

G_ball = (2e²/h) Σ g (W/π) ∫ k(ε)(−∂f_F/∂ε) dε, with k(ε) = √(2m_y ε)/ħ.

The sum runs over subbands, g is the valley count, ε is the energy above the subband edge and f_F is the Fermi function.

The subband edges are taken from a square well, E_j = (πħj)²/(2m_z t²), where t is the sheet thickness. Silicon's conduction-band masses are m_t = 0.19 and m_l = 0.916 in units of the free electron mass. For a (100) sheet, two valleys have m_z = m_l and the isotropic in-plane mass m_t. The other four have m_z = m_t and an elliptical in-plane energy surface with masses m_t and m_l.

For current along <110> the axes of that ellipse lie at 45° to the current. Its points can be written with an angle α, as k_1 = √(2m_l ε) cos α/ħ and k_2 = √(2m_t ε) sin α/ħ. The largest value of k_y = (k_1 + k_2)/√2 is √[(m_l + m_t)ε]/ħ, so m_y = (m_l + m_t)/2 for these valleys. For the other two, m_y = m_t. This count treats k_y as conserved, which suits a channel much wider than it is long. In a long channel with specularly reflecting side walls, the four valleys are instead confined across the width with the mass 2m_l m_t/(m_l + m_t) = 0.315. A sheet 30 nm wide under a 15 nm gate is in neither limit.

The chemical potential μ_F is fixed by the density. At temperature T, each subband contributes

g m_d k_B T/(πħ²) · ln{1 + exp[(μ_F − E_j)/(k_B T)]},

where m_d is m_t for the first pair and √(m_t m_l) for the four. Solving numerically gives a ballistic resistance of 932 Ω. The lowest subband holds 49 % of the electrons, so a one-subband estimate would not describe this sheet. Both figures belong to the flat, infinitely deep well and the wide-channel mode count. The electrons' own charge bends the band by about 0.13 eV across the sheet. Including this changes the figures to 46 % and 915 Ω, and adding a finite oxide barrier (3.1 eV) gives 35 % and 912 Ω. Reflecting side walls act the other way and give about 1030 Ω. The four-sheet conductance found below then lies between 0.695 and 0.711 mS.

The ballistic and scattering parts are added in series. This corresponds to a transmission λ/(λ + L) with mean free path λ, for which the resistance is the ballistic value times 1 + L/λ. The sum is

R = 932 Ω + 1734 Ω + 333 Ω = 2999 Ω.

The ladder constants follow. From r/R = 0.0556,

θ = 2 arsinh(½√0.0556) = 0.235, so 1/θ = 4.3 sheets.

From (13),

Z = √[(166.7 Ω)(2999 Ω) + (166.7 Ω)²/4] = 712 Ω.

Because r_t contains exactly half a pitch of column in this geometry, r_t − r/2 is the contact resistance alone. The limiting resistance is 444 Ω + 712 Ω = 1156 Ω, and

G_∞ = 0.865 mS.

For four sheets, coth(4 × 0.235) = 1.36, so 1/G_4 = 444 Ω + 1.36 × 712 Ω ≈ 1412 Ω and G_4 = 0.708 mS. Some values are:

N = 1: 0.284 mS, 33 % of the limit
N = 2: 0.484 mS, 56 %
N = 3: 0.619 mS, 72 %
N = 4: 0.708 mS, 82 %
N = 6: 0.802 mS, 93 %
N = 8: 0.840 mS, 97 %

For 90 % of the limit, (18) gives

N_f = ln(1 + 18 × 711.9/1156.4)/(2 × 0.2352) = 5.3,

so six sheets are needed.

The four sheets carry 29.5, 25.6, 23.1 and 21.9 % of the current, from top to bottom. This looks almost even, yet the fourth sheet adds only 0.089 mS to the stack of three. Its own current corresponds to 0.219 × 0.708 mS = 0.155 mS. The difference, 0.066 mS, is current lost by the upper three sheets at the same terminal voltage: they carry 0.553 mS in the stack of four and 0.619 mS when they are alone. The new sheet draws more current through the contact and the column, which lowers the voltage left for the others. A sheet's share of current is therefore not a measure of what was gained by adding it.

To see what the resistance between the sheets does, hold r_t at 528 Ω and set r = 0. Equation (19) then gives 0.783 mS for four sheets and 1.108 mS for eight, with a limit of 1.895 mS. At four sheets the column between them costs about 10 % of the conductance. At eight it costs 24 %.

The weak-column formula (14) gives 1423 Ω for four sheets, 0.8 % above the full result. It works here even though 4θ = 0.94 is not small, but that is a finding for these numbers and not a general licence.

**(i) How far do the main simplifications move these numbers?**

Solution. The largest of the effects sized here is the ideal drain. If the drain has a column and contact equal to those of the source, (20) doubles r and r_t. At fixed R, the four-sheet conductance falls from 0.708 to 0.486 mS, which is a reduction of 31 %. The limit falls from 0.865 to 0.526 mS.

Next is the single column potential at each level. Current must turn sideways to enter a sheet, and the column is as long as the pitch is high. A two-dimensional resistance calculation, in which the current of each sheet is spread almost evenly over a 5 nm window in the column's side, gives 0.698 mS for four sheets. This is about 1.5 % below the ladder (1.4 % on finer meshes, and 1.2 % if the spacer link is itself resolved so that the window current is free to be uneven). When the sideways conductivity of the column is multiplied by 10⁵, the same calculation gives 0.709 mS, within 0.2 % of the ladder. The reduction is thus due to the sideways resistance.

A finite drain voltage lowers the gate drive along the channel. Suppose that the gate overdrive is V_o = 0.40 V, the drain voltage is V = 50 mV, and the conductance of the whole branch R is proportional to the mean local overdrive. This overstates the loss of gate drive, since the spacer links do not respond in this way. It leaves out velocity saturation and the limited supply of carriers from the source, which can lower the current further. If the column and contact had no resistance, the current would be 1 − V/(2V_o) = 0.938 of its linear value. For the four-sheet stack the calculation gives 0.950. The series resistance has made the relative loss smaller.

A single branch explains this. Let β be the fraction of V that falls across the branch in the linear limit, so that its source end lies at (1 − β)V. The mean potential along the branch is (2 − β)V/2, and its conductance drops by the fraction (2 − β)V/(2V_o). To first order, only the fraction β of the total resistance responds. The relative loss of current is therefore

β(2 − β) V/(2V_o) = [1 − (1 − β)²] V/(2V_o).

This is less than V/(2V_o) whenever β < 1. For four sheets treated as one branch, β ≈ (2999/4)/1412 = 0.53, and the estimated current ratio is 0.951, close to the calculated one.

Finally, the column was taken as ohmic. For a donor density n_D in six equivalent valleys, treated as isotropic, the Fermi wave number is k_F = (3π²n_D/6)^{1/3}. Combining 1/ρ = n_D e²τ/m with the mean free path v_F τ, where v_F = ħk_F/m, gives ħk_F/(ρ n_D e²). For 5×10²⁰ active donors per cm³ this is 2.2 nm. That density with 0.5 mΩ cm implies a mobility of only 25 cm²/Vs. The usual empirical mobility fit for phosphorus-doped silicon reaches the same resistivity near 2×10²⁰ per cm³, where the estimate is about 4 nm, so the mean free path is 2 to 4 nm. It is well below the 15 nm size of the column, which supports the ohmic picture there. The 5 nm spacer links are only one to two mean free paths long, and their 333 Ω is less secure.

Beside a real device, the dimensions and resistivities above are rough typical values, and none is meant to be far from practice. With the ideal drain, the third sheet adds 28 % to the conductance of a stack of two, and the fourth adds 14 % to that of a stack of three. If the drain has a column and contact equal to those of the source, these gains fall to about 18 % and 8 %. The assumption most clearly broken is the ideal drain, because source and drain are normally built alike. For the present numbers that removes about a third of the four-sheet conductance. The contact is a second point: if metal reaches down the side of the column, the lower sheets are no longer fed only from the top, and the ladder must be redrawn. The model also leaves out band bending inside the sheets, whose effect on the ballistic part of R is small, as noted in (h), and differences between sheets and self-heating, whose effects were not sized here.

The conclusion for design is correspondingly conditional. With top contacts, identical sheets and fixed column cross-section, adding sheets well beyond 1/θ brings little linear conductance. Lowering r, r_t or R raises the limit itself. The numerical output below gives the remaining values.

Calculated quantities

```
sheet width, thickness: 30, 5 nm
gate length, pitch: 15, 15 nm
column length, each spacer: 15, 5 nm
column resistivity: 0.50 mohm cm
contact resistivity: 2.0e-09 ohm cm2
sheet electron density: 1.20e+13 cm^-2
channel mobility: 150 cm2/Vs; temperature: 300 K
silicon masses m_t, m_l: 0.19, 0.916 m0
lowest subband's share of electrons: 48.9 %
ballistic resistance of a sheet: 932 ohm
diffusive resistance of a sheet: 1734 ohm
two spacer links: 333 ohm
R, whole sheet branch: 2999 ohm
r, column per pitch: 166.7 ohm
metal contact: 444.4 ohm; r_t: 527.8 ohm
r/R: 0.05557; theta: 0.23519; 1/theta: 4.252 sheets
Z: 711.9 ohm; limiting resistance: 1156.4 ohm
limiting conductance: 0.8648 mS
N | G_N (mS) | gain over N-1 (mS) | % of limit | G_N if r=0, same r_t (mS)
1 | 0.2835 | 0.2835 | 32.8 | 0.2835
2 | 0.4836 | 0.2000 | 55.9 | 0.4932
3 | 0.6190 | 0.1354 | 71.6 | 0.6546
4 | 0.7081 | 0.0891 | 81.9 | 0.7827
5 | 0.7656 | 0.0575 | 88.5 | 0.8868
6 | 0.8023 | 0.0367 | 92.8 | 0.9731
7 | 0.8255 | 0.0232 | 95.5 | 1.0457
8 | 0.8402 | 0.0146 | 97.2 | 1.1078
limit if r=0, same r_t: 1.8947 mS
sheets for 90 % of limit: 5.297, so 6
late ratio of successive gains exp(-2 theta): 0.6248
current shares, 4 sheets, top first (%): 29.5, 25.6, 23.1, 21.9
4 sheets, resistance exact / weak-column: 1412.3 / 1423.4 ohm
equal drain column, 4 sheets: 0.4864 mS (-31.3 %)
equal drain column, limit: 0.5256 mS
2D column, 4 sheets: 0.6977 mS (-1.46 %)
2D column, perfect sideways conduction: 0.7093 mS
drain bias, overdrive: 50 mV, 0.40 V
current at that bias / linear value, 4 sheets: 0.9498
same ratio without column or contact: 0.9375
column donors: 5.0e+20 cm^-3; mean free path: 2.22 nm
largest relative error, formula against network: 8.9e-16
```
